# Shifting the loop momentum in a linearly divergent integral, part 1

(Sections cited here and not found follow in the second part.)

## First half: the change inside a ball

Q: A loop momentum is an integration variable. If I replace $k$ by $k+a$ and integrate over all of momentum space, I have relabelled the points and nothing else. How could the value change?

A: For an absolutely convergent integral it does not change. A divergent integral has no value until a rule for defining it is chosen. If the rule is to integrate over a finite region and then let the region grow, relabelling the points also moves that region. One dimension already shows the effect. Let $f(x)$ be continuous and tend to constants $f(\pm\infty)$ at the two ends. On the fixed interval $-L<x<L$,

$$\int_{-L}^{L}[f(x+a)-f(x)]\,dx=\int_{-L+a}^{L+a}f\,dx-\int_{-L}^{L}f\,dx=\int_{L}^{L+a}f\,dx-\int_{-L}^{-L+a}f\,dx .$$

The common part of the two intervals has cancelled. Each remaining strip has width $a$, so as $L\to\infty$ the difference tends to $a[f(\infty)-f(-\infty)]$. This is finite, and it is non-zero whenever the two end values differ.

Q: Loop integrals are four-dimensional, and their integrands fall off at large momentum. What replaces the end values?

A: The behaviour of the integrand on a large sphere. I work in Euclidean momentum space, where $k^2=k_1^2+k_2^2+k_3^2+k_4^2$, and return to Minkowski space later. Units are $\hbar=c=1$, and numerical momenta are given in units of the electron mass $m$. Write $k=|k|n$ with $n$ a unit vector. The volume element is $|k|^3d|k|\,d\Omega$, with $d\Omega$ the element of solid angle on the unit three-sphere. An integrand that falls as $|k|^{-3}$ therefore gives an integral that grows like $R$ by power counting, when it is cut off at $|k|=R$. That is what linear divergence means here.

I assume that $f$ is continuously differentiable and that

$$|k|^3f(|k|n)\to F(n)\qquad\text{as }|k|\to\infty,$$

uniformly in $n$, with $F$ continuous. The quantity to study is

$$\Delta_R=\int_{|k|<R}[f(k+a)-f(k)]\,d^4k ,\qquad \Delta=\lim_{R\to\infty}\Delta_R .$$

Both terms are integrated over the same ball. In the variable $q=k+a$ the first term is the integral of $f(q)$ over a ball centred at $a$, so $\Delta_R$ compares a displaced ball with a centred one.

Q: I expect you will now expand $f(k+a)$ in powers of $a$ and keep the first term. Why should I trust that for an $a$ that is not small?

A: No expansion is needed. Let $t$ run from 0 to 1. By the chain rule $\frac{d}{dt}f(k+ta)=a_\nu\partial_\nu f(k+ta)$, with a sum over $\nu$, and integrating over $t$ gives

$$f(k+a)-f(k)=\int_0^1dt\,a_\nu\,\partial_\nu f(k+ta).$$

This holds for any finite $a$. I integrate it over the ball. The integrand is continuous on a bounded region, so the order of the $t$ and $k$ integrals may be exchanged. Since $a_\nu$ is constant, $a_\nu\partial_\nu f$ is the divergence of the vector $a_\nu f$. Gauss's theorem turns its volume integral into a flux through the sphere, whose outward normal is $n$ and whose area element is $R^3d\Omega$:

$$\Delta_R=\int_0^1dt\;a_\nu\oint d\Omega\;n_\nu\,R^3f(Rn+ta).$$

Now let $R$ grow. Put $K=|Rn+ta|$ and $N=(Rn+ta)/K$. Then

$$R^3f(Rn+ta)=\left(\frac RK\right)^3K^3f(KN).$$

Because $|K-R|\le|a|$, the ratio $R/K$ tends to 1, and the direction $N$ tends to $n$, both uniformly. The uniform limit of $K^3f(KN)$ and the continuity of $F$ then give $R^3f(Rn+ta)\to F(n)$. The dependence on $t$ has disappeared, so the $t$ integral gives 1:

$$\Delta=a_\nu\oint d\Omega\;n_\nu F(n).\tag{1}$$

The geometry is that of the strips in one dimension. Between the displaced and the centred sphere lies a thin layer of thickness $a_\nu n_\nu$, counted negative where the displaced ball falls short. Its volume grows as $R^3$ and the integrand in it falls as $R^{-3}$, so the product stays finite.

Q: Give me a number for an integrand that occurs in a loop.

A: Take

$$f_\mu(k)=\frac{k_\mu}{(k^2+m^2)^2},\qquad |k|^3f_\mu=\frac{n_\mu}{(1+m^2/k^2)^2}\to n_\mu .$$

So $F_\mu=n_\mu$, and I need $\oint d\Omega\,n_\mu n_\nu$. For $\mu\ne\nu$ the reflection $n_\mu\to-n_\mu$ reverses the sign of the integrand, so the integral is zero. The four diagonal entries are equal by rotation symmetry, and since $n_\mu n_\mu=1$ they add up to the area of the unit three-sphere.

For that area let $\chi$ be the angle to a fixed axis. The remaining three components form an ordinary vector of length $\sin\chi$, so $d\Omega=\sin^2\chi\,d\chi\,d\Omega_2$, where $d\Omega_2$ integrates to $4\pi$. The area is $4\pi\int_0^\pi\sin^2\chi\,d\chi=4\pi\cdot\pi/2=2\pi^2$. Each diagonal entry is a quarter of this:

$$\oint d\Omega\;n_\mu n_\nu=\frac{\pi^2}{2}\delta_{\mu\nu},\qquad \Delta_\mu=\frac{\pi^2}{2}a_\mu .\tag{2}$$

The mass has dropped out. For a shift of length $a=1.5\,m$, the component along the shift is $\pi^2\times1.5\,m/2=7.4022\,m$. Direct integration of the shifted and unshifted integrands over balls of radius $10$, $100$ and $1000\,m$ gives $7.2531$, $7.4007$ and $7.4022\,m$.

Q: At $R=10\,m$ you are two per cent low. Is that numerical error, or does the formula have a correction?

A: It is a correction, and it can be derived from the flux form. Let $u=\cos\chi$ be the component of $n$ along $a$, and set $\varepsilon=ta/R$. Without the mass, the component of the integrand along $a$ on the sphere is

$$R^3f_\parallel(Rn+ta)=\frac{u+\varepsilon}{(1+2u\varepsilon+\varepsilon^2)^2}.$$

From $(1+z)^{-2}=1-2z+3z^2+\dots$ with $z=2u\varepsilon+\varepsilon^2$, the inverse square is $1-4u\varepsilon+(12u^2-2)\varepsilon^2+\dots$. Multiplying by $u+\varepsilon$ gives

$$u+(1-4u^2)\varepsilon+(12u^3-6u)\varepsilon^2+\dots$$

The flux formula supplies another factor $u$. The function is odd when $u$ and $\varepsilon$ change sign together, so terms with an odd power of $\varepsilon$ are even in $u$, and after multiplication by $u$ they integrate to zero. The second-order term needs the averages of $u^2$ and $u^4$ over the sphere. The first is $1/4$, as found above. For the second,

$$\sin^2\chi\cos^4\chi=\tfrac18\sin^2 2\chi\,(1+\cos2\chi).$$

The part with $\cos2\chi$ integrates to zero over $0<\chi<\pi$, and the rest gives $\pi/16$. Division by $\int\sin^2\chi\,d\chi=\pi/2$ gives $1/8$. The second-order term is therefore proportional to $12/8-6/4=0$.

What remains at order $R^{-2}$ comes from the mass, through the factor $(1+m^2/k^2)^{-2}\approx1-2m^2/R^2$ on the sphere. Its first-order cross term with $\varepsilon$ vanishes by the same parity argument. Hence

$$\Delta_R=\frac{\pi^2a}{2}\left[1-\frac{2m^2}{R^2}+O(R^{-4})\right].$$

At $R=10\,m$ the bracket is about $0.98$, which is your two per cent. From the integral at $R=100\,m$, the deviation of $\Delta_R/\Delta$ from 1, multiplied by $R^2$, is $-2.000\,m^2$.

Q: Everything rests on moving the problem to the surface. Can you get (2) without Gauss's theorem?

A: Yes, for $m=0$, by adding up shells of fixed $|k|$. The unshifted integrand $k_\mu/k^4$ is odd, so each of its shells gives zero. For the shifted one, write

$$\frac{q_\mu}{q^4}=-\frac12\frac{\partial}{\partial q_\mu}\frac1{q^2},\qquad q=k+a .$$

The integral over the shell of radius $|k|$, per unit $d|k|$, is then $-\frac12\,\partial\Phi/\partial a_\mu$ with

$$\Phi(a)=|k|^3\oint\frac{d\Omega}{\big||k|n+a\big|^2}.$$

In four dimensions the Laplacian of a function $\phi$ of the radius $q$ is $\phi''+3\phi'/q$. For $\phi=q^{-2}$ this is $6q^{-4}-6q^{-4}=0$. So $\Phi$ obeys Laplace's equation in $a$ away from the shell. It depends on $|a|$ alone, which leaves the form $A+B/a^2$.

For $|a|<|k|$, regularity at $a=0$ requires $B=0$, and $\Phi$ is constant. For $|a|>|k|$, $\Phi$ must approach $2\pi^2|k|^3/a^2$ at large $|a|$, which fixes $A=0$ and $B=2\pi^2|k|^3$. Differentiating,

$$-\frac12\frac{\partial\Phi}{\partial a_\mu}=\begin{cases}2\pi^2|k|^3a_\mu/a^4,&|k|<|a|,\\0,&|k|>|a|.\end{cases}$$

This is the four-dimensional version of the field of a charged shell, which vanishes inside. With $a=1.5\,m$, direct angular integration at $|k|=1\,m$ gives $5.8487$, in agreement with $2\pi^2/1.5^3$, and at $|k|=2\,m$ it gives zero to the printed accuracy. Adding the shells,

$$\frac{2\pi^2a_\mu}{a^4}\int_0^{|a|}|k|^3d|k|=\frac{2\pi^2a_\mu}{a^4}\cdot\frac{a^4}{4}=\frac{\pi^2}{2}a_\mu .$$

The singular point $k=-a$ does no harm, because $|q|^{-3}$ is integrable in four dimensions.

Q: Now I am confused. The first argument put the whole effect at infinity, and this one puts it at $|k|<|a|$.

A: The total is common to both, but its location depends on how the terms are grouped. Comparing two balls point by point in $q$ cancels their common interior and leaves the layer at radius $R$. Adding the difference shell by shell in $k$, for $m=0$, makes the outer shells vanish and leaves the inner ones. At any finite $R>|a|$ these are two evaluations of the same finite integral, so neither location has a meaning of its own. For an absolutely convergent integrand the contribution of the layer would tend to zero as $R\to\infty$; here it does not.

Q: What if the divergence is logarithmic?

A: Then the layer is too weak. Suppose $|f(k)|\le C|k|^{-4}$ at large $|k|$. On the sphere $|Rn+ta|\ge R-|a|$, and the flux form gives

$$|\Delta_R|\le2\pi^2|a|\,\frac{C\,R^3}{(R-|a|)^4}\longrightarrow0 .\tag{3}$$

The shift is therefore harmless although the integral itself diverges. For $f=1/(k^2+m^2)^2$ the rate can be found. To first order in $\varepsilon$, $f(Rn+ta)\approx R^{-4}(1-4u\varepsilon)$. The leading 1 drops out against the factor $u$, and with $\int_0^1t\,dt=\frac12$,

$$\Delta_R\approx a\cdot\frac1R\cdot\left(-\frac{4a}{R}\right)\cdot\frac12\cdot\frac{\pi^2}{2}=-\frac{\pi^2a^2}{R^2}.$$

Between $R=100\,m$ and $1000\,m$ the computed integral grows from $81.03$ to $126.48$, while the change under the shift shrinks from $-2.220\times10^{-3}$ to $-2.221\times10^{-5}$.

Q: So a linear divergence gives a surface term and a logarithmic one does not. Is that the rule?

A: The second half of it is. The first half needs a condition, because the integral in (1) can vanish. If $F(-n)=F(n)$, then $n_\nu F(n)$ is odd and $\Delta=0$. An example is $f=(k^2+m^2)^{-3/2}$, with $F=1$. Its integral does grow linearly: it is $1935\,m$ at $R=100\,m$ and $19700\,m$ at $R=1000\,m$. On the sphere $f\approx R^{-3}(1-3u\varepsilon)$, and the steps used for the logarithmic case now give

$$\Delta_R\approx a\cdot\left(-\frac{3a}{R}\right)\cdot\frac12\cdot\frac{\pi^2}{2}=-\frac{3\pi^2a^2}{4R}\to0 .$$

The computed changes are $-0.16652\,m$ and $-0.016655\,m$.

For $f_\mu$ the situation is reversed. Its centred integral is zero by symmetry at every $R$, yet the shift produces a finite term. For a ball, the surface term thus needs a part of $F$ that is odd in $n$, and within that part the component proportional to $n_\nu$. A cubic numerator gives another instance: $f=k_\parallel^3/(k^2+m^2)^3$ has $F=u^3$, so $\Delta=a\cdot2\pi^2\cdot\frac18=\pi^2a/4=3.7011\,m$, and direct integration at $R=1000\,m$ agrees to about three parts in a million.

## Second half: other regions and the electron self-energy

The symbols are as before. Momenta are Euclidean, $n=k/|k|$, $a$ is the shift, $R$ the cutoff, and $\Delta$ is the integral of $f(k+a)-f(k)$ over one fixed region as $R\to\infty$. If $|k|^3f\to F(n)$ uniformly with $F$ continuous, a ball gives $\Delta=a_\nu\oint d\Omega\,n_\nu F(n)$, which is equation (1). For $F_\mu=n_\mu$ this is $\Delta_\mu=\pi^2a_\mu/2$, equation (2). For $f=O(|k|^{-4})$ it is zero, by the bound (3).

Q: You chose a ball. Would another region give the same $\pi^2a_\mu/2$?

A: In general, no. Take a cylinder $|k_4|<\lambda R$, $|\mathbf k|<R$, where $\mathbf k$ holds the first three components and $\lambda$ is fixed. Let $a$ point along axis 4, and use the component $f_4=k_4/(k^2+m^2)^2$. Gauss's theorem applies as before. As $R\to\infty$ the partial shift $ta$ and the mass drop out, because all of the surface recedes in proportion to $R$.

The flux of $a_\nu f_4$ passes through the two caps $k_4=\pm\lambda R$ alone, since the side wall has no normal component along axis 4. On the upper cap the normal and $f_4$ are both positive, on the lower cap both are negative, so the caps contribute equally. With $|\mathbf k|=Rx$,

$$\Delta_4=2a\int_0^R4\pi|\mathbf k|^2d|\mathbf k|\,\frac{\lambda R}{(|\mathbf k|^2+\lambda^2R^2)^2}=8\pi a\lambda\int_0^1\frac{x^2\,dx}{(x^2+\lambda^2)^2}.$$

The powers of $R$ have cancelled: three from the volume element, one from the numerator, and minus four from the denominator. Since $x/(x^2+\lambda^2)^2$ is the derivative of $-\frac12(x^2+\lambda^2)^{-1}$, integration by parts gives

$$\int_0^1\frac{x^2\,dx}{(x^2+\lambda^2)^2}=-\frac{1}{2(1+\lambda^2)}+\frac12\int_0^1\frac{dx}{x^2+\lambda^2}=-\frac1{2(1+\lambda^2)}+\frac1{2\lambda}\arctan\frac1\lambda ,$$

and therefore

$$\Delta_4=4\pi a\left[\arctan\frac1\lambda-\frac{\lambda}{1+\lambda^2}\right].\tag{4}$$

For $a=1.5\,m$ and $\lambda=0.5$, $1$ and $2$ this is $13.329$, $5.380$ and $1.200\,m$. Volume integration at $R=300\,m$ gives $13.3290$, $5.3796$ and $1.1997\,m$, and in each case differs from the unrounded value of (4) by less than one part in ten thousand of that value. The ball gives $7.402\,m$. A flat region, $\lambda\to0$, gives $2\pi^2a$. A long one, $\lambda\to\infty$, gives zero, because the bracket falls as $2/(3\lambda^3)$.

With a ball as cutoff, shifting the momentum in a linearly divergent integral can leave a finite surface term, while a logarithmically divergent one is unaffected; the cylinder shows that the linear term depends on the shape of the region. It remains to ask whether the logarithmic result also depends on the region, which regularizations allow shifts, and what the surface term does in Minkowski space and in the electron self-energy.
